# Poole-Frenkel barrier lowering and the square-root field law for trap emission: a numerical check

```python
"""Poole-Frenkel emission from a trap that is neutral when occupied.

Result under test (atomic units): V(x) = -1/(eps*x) - F*x has its top
lowered by 2*sqrt(F/eps), and the one-dimensional thermal emission rate is
(kT/2pi)*exp(-(depth - lowering)/kT).
F: force on the electron; eps: relative permittivity; depth: zero-field
binding energy; kT: thermal energy. Numerical work uses eV and angstrom.
The derived lowering is evaluated separately in atomic units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

charge = const.e
coulomb = charge / (4 * np.pi * const.epsilon_0) * 1e10  # eV angstrom
hbar_ev = const.hbar / charge                           # eV s
hbar2_over_me = const.hbar**2 / (const.m_e * charge) * 1e20
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10

eps = 12.0
depth = 0.50
mass = 0.30
temperature = 300.0
field = 0.001
kT = const.k * temperature / charge
hbar2_over_m = hbar2_over_me / mass
strength = coulomb / eps


def barrier_top(force, coefficient=strength, power=1):
    """Locate the top numerically, without using its derived position."""
    def negative_potential(log_x):
        x = np.exp(log_x)
        return coefficient / x**power + force * x
    found = minimize_scalar(negative_potential,
                            bounds=(np.log(0.5), np.log(1e4)),
                            method="bounded", options={"xatol": 1e-10})
    assert found.success
    return np.exp(found.x), -found.fun


def derived_lowering(force):
    """Derived atomic-unit formula, converted to eV."""
    force_au = force * bohr / hartree
    return 2 * np.sqrt(force_au / eps) * hartree


# Barrier position, height and curvature from the potential itself.
x_top, v_top = barrier_top(field)
lowering = -v_top
force_au = field * bohr / hartree
x_formula = bohr / np.sqrt(eps * force_au)
assert np.isclose(x_top, x_formula, rtol=1e-5)
assert np.isclose(lowering, derived_lowering(field), rtol=1e-8)


def potential(x, y=0.0):
    return -strength / np.hypot(x, y) - field * x


step = 0.02
curv_x = (potential(x_top + step) - 2 * potential(x_top)
          + potential(x_top - step)) / step**2
curv_y = (potential(x_top, step) - 2 * potential(x_top)
          + potential(x_top, -step)) / step**2
curv_unit = strength / x_formula**3
assert np.isclose(curv_x, -2 * curv_unit, rtol=1e-4)
assert np.isclose(curv_y, curv_unit, rtol=1e-4)
coulomb_part = strength / x_top
field_part = field * x_top
assert np.isclose(coulomb_part, field_part, rtol=1e-5)


def flux_rate(force, relative_mass=mass):
    """Integrate outward flux over wave number at the numerical top."""
    top_energy = barrier_top(force)[1]
    inverse_mass = hbar2_over_me / relative_mass
    k_scale = np.sqrt(kT / inverse_mass)

    def integrand(q):
        k = q * k_scale
        energy = inverse_mass * k**2 / 2
        return inverse_mass * k * np.exp(-energy / kT) * k_scale
    integral = quad(integrand, 0, 12, epsabs=1e-13, epsrel=1e-11)[0]
    weight = np.exp(-(top_energy + depth) / kT)
    return integral * weight / (2 * np.pi * hbar_ev)


prefactor = kT / (2 * np.pi * hbar_ev)
rate_zero = prefactor * np.exp(-depth / kT)
rate_field = flux_rate(field)
rate_formula = prefactor * np.exp(-(depth - derived_lowering(field)) / kT)
assert np.isclose(rate_field, rate_formula, rtol=1e-7)
assert np.isclose(flux_rate(field, 1.0), rate_field, rtol=1e-8)
exponent = lowering / kT
enhancement = rate_field / rate_zero

# Field powers obtained from numerical barrier tops.
fields = np.array([0.00025, 0.0005, 0.001, 0.002])
lowerings = np.array([-barrier_top(f)[1] for f in fields])
power_coulomb = np.polyfit(np.log(fields), np.log(lowerings), 1)[0]
short_tail = np.array([-barrier_top(f, 1000.0, 4)[1] for f in fields])
power_short = np.polyfit(np.log(fields), np.log(short_tail), 1)[0]
assert np.isclose(power_coulomb, 1 / 2, atol=1e-7)
assert np.isclose(power_short, 4 / 5, atol=1e-7)
rates = np.array([flux_rate(f) for f in fields])
slope = np.polyfit(np.sqrt(fields), np.log(rates), 1)[0]
slope_formula = derived_lowering(1.0) / kT
assert np.isclose(slope, slope_formula, rtol=1e-6)

# Field at which the numerical barrier reaches the fixed trap level.
closing_field = brentq(lambda f: barrier_top(f)[1] + depth, 0.001, 0.5)
closing_formula = eps * (depth / hartree)**2 / 4 * hartree / bohr
assert np.isclose(closing_field, closing_formula, rtol=1e-7)


def top_quantum(force):
    """Energy hbar*omega of the inverted parabola at the barrier top."""
    position = barrier_top(force)[0]
    return np.sqrt(hbar2_over_m * 2 * strength / position**3)


def tunnelling_factor(force):
    """Thermal average of semiclassical transmission on the full barrier.

    Below the top the action uses the actual potential; above it the
    transmission of the local inverted parabola is used.
    """
    top_energy = barrier_top(force)[1]
    quantum = top_quantum(force)
    below = np.linspace(0, depth + top_energy, 2001)
    energy = top_energy - below
    root = np.sqrt(np.maximum(energy**2 - 4 * strength * force, 0))
    middle = -energy / (2 * force)
    half_width = root / (2 * force)
    count = 500
    angle = (np.arange(count) + 0.5) * np.pi / count
    x = middle[:, None] + half_width[:, None] * np.cos(angle)
    excess = -strength / x - force * x - energy[:, None]
    momentum = np.sqrt(2 * np.maximum(excess, 0) / hbar2_over_m)
    action = np.sum(momentum * half_width[:, None] * np.sin(angle),
                    axis=1) * np.pi / count
    low = simpson(expit(-2 * action) * np.exp(below / kT), x=below) / kT
    high = quad(lambda z: expit(2 * np.pi * z * kT / quantum)
                * np.exp(-z), 0, 40, epsabs=1e-11)[0]
    return low + high


quantum = top_quantum(field)
assert np.isclose(quantum, np.sqrt(-curv_x * hbar2_over_m), rtol=1e-4)
u = quantum / kT
parabolic = (u / 2) / np.sin(u / 2)
tunnelling = np.array([tunnelling_factor(f) for f in fields])
tunnel_main = tunnelling_factor(field)
# The actual barrier is anharmonic, so agreement is approximate.
assert np.isclose(tunnel_main, parabolic, rtol=0.05)
assert np.all(np.diff(tunnelling) > 0)
parabola_integral = quad(
    lambda z: expit(2 * np.pi * z / u) * np.exp(-z),
    -30, 40, points=[0], epsabs=1e-11)[0]
assert np.isclose(parabola_integral, parabolic, rtol=1e-7)
quanta = np.array([top_quantum(f) for f in fields])
quantum_power = np.polyfit(np.log(fields), np.log(quanta), 1)[0]
assert np.isclose(quantum_power, 3 / 4, atol=1e-5)


# Ray model: numerical barrier in each forward direction.
def ray_weight(cosine):
    if cosine < 1e-5:
        # The numerical search box excludes the receding grazing saddle.
        return np.exp(derived_lowering(field * cosine) / kT)
    return np.exp(-barrier_top(field * cosine)[1] / kT)


ray_average = 0.5 + 0.5 * quad(ray_weight, 0, 1, epsabs=1e-7,
                               epsrel=1e-7, limit=100)[0]
ray_formula = 0.5 + (1 + (exponent - 1) * np.exp(exponent)) / exponent**2
assert np.isclose(ray_average, ray_formula, rtol=1e-5)


def steady_generation(electron_rate, hole_rate):
    """Propagate the occupied/empty master equation to its steady state."""
    matrix = np.array([[-electron_rate, hole_rate],
                       [electron_rate, -hole_rate]])
    occupied = (expm(matrix * 40) @ np.array([1.0, 0.0]))[0]
    return electron_rate * occupied


ratios = [1.0, 100.0]
generation_gains = []
for ratio in ratios:
    gain = (steady_generation(enhancement, ratio)
            / steady_generation(1.0, ratio))
    formula = enhancement * (1 + ratio) / (enhancement + ratio)
    assert np.isclose(gain, formula, rtol=1e-8)
    generation_gains.append(gain)

print(f"Relative permittivity: {eps:.1f}")
print(f"Trap depth: {depth:.3f} eV")
print(f"Effective mass: {mass:.2f} electron masses")
print(f"Temperature: {temperature:.1f} K")
print(f"Thermal energy kT: {kT:.6f} eV")
print(f"Force on electron: {field:.5f} eV/angstrom")
print(f"Force, converted: {force_au:.6e} atomic units")
print(f"Coulomb constant: {coulomb:.5f} eV angstrom")
print(f"Coulomb constant / permittivity: {strength:.6f} eV angstrom")
print(f"Saddle distance: {x_top:.4f} angstrom")
print(f"Coulomb part of lowering: {coulomb_part:.6f} eV")
print(f"Field part of lowering: {field_part:.6f} eV")
print(f"Barrier lowering: {lowering:.6f} eV")
print(f"Barrier lowering, converted: {lowering / hartree:.6e} hartree")
print(f"Remaining barrier: {depth - lowering:.6f} eV")
print(f"Axial curvature: {curv_x:.5e} eV/angstrom^2")
print(f"Transverse curvature: {curv_y:.5e} eV/angstrom^2")
print(f"Rate prefactor kT/h: {prefactor:.5e} s^-1")
print(f"Extrapolated zero-field rate: {rate_zero:.5e} s^-1")
print(f"Emission rate in field: {rate_field:.5e} s^-1")
print(f"Field-dependent exponent: {exponent:.5f}")
print(f"Emission enhancement: {enhancement:.4f}")
print(f"Slope of ln(rate) vs sqrt(F): {slope:.4f} (angstrom/eV)^0.5")
print(f"Fitted field power, Coulomb tail: {power_coulomb:.6f}")
print(f"Fitted field power, inverse-fourth tail: {power_short:.6f}")
print(f"Barrier-closing force: {closing_field:.6f} eV/angstrom")
print(f"Barrier-top quantum: {quantum:.6f} eV")
print(f"Barrier-top quantum / kT: {u:.5f}")
print(f"Parabolic tunnelling factor: {parabolic:.5f}")
print(f"Full-barrier semiclassical factor: {tunnel_main:.5f}")
print(f"Ray-model enhancement: {ray_average:.4f}")
for ratio, gain in zip(ratios, generation_gains):
    print(f"Dark-generation gain at r={ratio:.0f}: {gain:.4f}")
print("Table: F (eV/angstrom), lowering (eV), exponent,")
print("       enhancement, semiclassical tunnelling factor")
for f, drop, rate, factor in zip(fields, lowerings, rates, tunnelling):
    print(f"{f:.5f}  {drop:.6f}  {drop / kT:.4f}  "
          f"{rate / rate_zero:.4f}  {factor:.4f}")
print("verified")
```

Printed output:

```
Relative permittivity: 12.0
Trap depth: 0.500 eV
Effective mass: 0.30 electron masses
Temperature: 300.0 K
Thermal energy kT: 0.025852 eV
Force on electron: 0.00100 eV/angstrom
Force, converted: 1.944690e-05 atomic units
Coulomb constant: 14.39965 eV angstrom
Coulomb constant / permittivity: 1.199970 eV angstrom
Saddle distance: 34.6406 angstrom
Coulomb part of lowering: 0.034641 eV
Field part of lowering: 0.034641 eV
Barrier lowering: 0.069281 eV
Barrier lowering, converted: 2.546036e-03 hartree
Remaining barrier: 0.430719 eV
Axial curvature: -5.77358e-05 eV/angstrom^2
Transverse curvature: 2.88679e-05 eV/angstrom^2
Rate prefactor kT/h: 6.25099e+12 s^-1
Extrapolated zero-field rate: 2.49068e+04 s^-1
Emission rate in field: 3.63238e+05 s^-1
Field-dependent exponent: 2.67992
Emission enhancement: 14.5839
Slope of ln(rate) vs sqrt(F): 84.7464 (angstrom/eV)^0.5
Fitted field power, Coulomb tail: 0.500000
Fitted field power, inverse-fourth tail: 0.800000
Barrier-closing force: 0.052085 eV/angstrom
Barrier-top quantum: 0.038295 eV
Barrier-top quantum / kT: 1.48130
Parabolic tunnelling factor: 1.09764
Full-barrier semiclassical factor: 1.08486
Ray-model enhancement: 4.0505
Dark-generation gain at r=1: 1.8717
Dark-generation gain at r=100: 12.8550
Table: F (eV/angstrom), lowering (eV), exponent,
       enhancement, semiclassical tunnelling factor
0.00025  0.034641  1.3400  3.8189  1.0096
0.00050  0.048989  1.8950  6.6525  1.0285
0.00100  0.069281  2.6799  14.5839  1.0849
0.00200  0.097978  3.7900  44.2552  1.2661
verified
```
